\section*{Why diffuse scattering peaks near the critical angle: the Yoneda maxima}

\section{A mirror below its critical angle}

Let an X-ray wave fall at a grazing angle $\alpha$ on a flat, lossless mirror that reflects it totally. Vacuum fills $z>0$ and the mirror fills $z<0$. The incident and reflected waves have equal strength, so they form a standing wave above the surface. The intensity at the surface then depends on where the surface lies in that pattern.

Take the time factor $e^{-i\omega t}$ and the electric field parallel to the surface and perpendicular to the plane of incidence. The field and its normal derivative are then continuous at the surface. With $k_0=2\pi/\lambda$ and refractive index $n$, define
\begin{equation}
\chi=1-n^2,\qquad k_z=k_0\sin\alpha,\qquad
k_z'=\sqrt{k_z^2-k_0^2\chi},
\end{equation}
where the root has a non-negative imaginary part. The wave is $e^{-ik_zz}+re^{ik_zz}$ above the surface and $te^{-ik_z'z}$ below it, apart from a common factor along the surface. Continuity of the field gives $1+r=t$, and continuity of its derivative gives $k_z(1-r)=k_z't$. Hence
\begin{equation}
r=\frac{k_z-k_z'}{k_z+k_z'},\qquad
t=1+r=\frac{2k_z}{k_z+k_z'}.
\label{eq:t}
\end{equation}
For unit incident intensity, $|t|^2$ is therefore the intensity at the surface.

The critical angle is defined by $\sin^2\alpha_c=\operatorname{Re}\chi$. Let $k_c=k_0\sin\alpha_c$ and $x=\sin\alpha/\sin\alpha_c$. Without absorption and for $x<1$, we have $k_z=k_cx$ and $k_z'=ik_c\sqrt{1-x^2}$. Writing $x=\cos\varphi$ gives
\begin{equation}
r=\frac{\cos\varphi-i\sin\varphi}{\cos\varphi+i\sin\varphi}=e^{-2i\varphi},
\end{equation}
and the field above the mirror becomes
\begin{equation}
e^{-ik_zz}+e^{-2i\varphi}e^{ik_zz}
=2e^{-i\varphi}\cos(k_zz-\varphi).
\end{equation}
The lowest antinode lies at $z=\varphi/k_z=\arccos(x)/k_z$, and the surface intensity is $4\cos^2\varphi=4x^2$.

At very small angles the surface is close to a node. As the angle rises, the antinode moves down, and it reaches the surface at $x=1$. There the two waves add in phase: the amplitude is 2 and the intensity is 4. Above the critical angle part of the wave enters the mirror, $r$ falls below 1, and
\begin{equation}
|t|^2=\frac{4x^2}{\left(x+\sqrt{x^2-1}\right)^2}\qquad(x>1).
\label{eq:above}
\end{equation}
This tends to 1 at large $x$, where reflection is weak. The surface intensity thus has a maximum of 4 at the critical angle.

\section{Roughness as a source}

A flat mirror sends nothing into other directions. Let its surface now have a small height $h(x,y)$ with zero mean. Where $h>0$, the medium replaces vacuum over a thickness $h$, which changes $k_0^2n^2$ by $-k_0^2\chi$. Where $h<0$, vacuum replaces the medium over a thickness $|h|$, and the change has the opposite sign. To first order both cases are described by the thin source layer $-k_0^2\chi h\,\delta(z)$. This requires the field to change little across the height of the roughness.

Let $\psi_0$ be the field of the flat mirror and $\psi_1$ the scattered field. Moving the perturbation to the right-hand side of the wave equation gives
\begin{equation}
\left(\nabla^2+k_0^2n_0^2\right)\psi_1
=k_0^2\chi h\,\delta(z)\psi_0,
\end{equation}
where $n_0$ is the index profile of the flat mirror. At $z=0$, $\psi_0$ has amplitude $t_i=t(\alpha_i)$, where $\alpha_i$ is the incidence angle.

Consider one Fourier component $h_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$ of the height. It changes the wave vector along the surface by $\mathbf q$ and so selects an exit angle $\alpha_f$. The scattered wave is $ae^{ik_{zf}z}$ above the surface and $ae^{-ik_{zf}'z}$ below it. The delta function fixes the jump of the derivative:
\begin{equation}
i(k_{zf}+k_{zf}')a=k_0^2\chi h_{\mathbf q}t_i.
\end{equation}
Solving for $a$ and using Eq.~\eqref{eq:t} at the exit angle, with $t_f=t(\alpha_f)$, we find
\begin{equation}
a=-\frac{ik_0^2\chi h_{\mathbf q}t_i}{k_{zf}+k_{zf}'}
=-\frac{ik_0^2\chi h_{\mathbf q}}{2k_{zf}}\,t_i t_f.
\label{eq:amp}
\end{equation}

The two factors have different physical roles. The factor $t_i$ is the strength of the field that drives the roughness. The factor $t_f$ describes how well the driven layer radiates towards the detector. A source just above the mirror sends one wave directly upwards and another downwards, which is reflected with amplitude $r_f$. Their sum is $1+r_f=t_f$. This is also the surface field that a wave sent back from the detector would produce, as reciprocity requires. The exit maximum therefore needs no second incident beam.

\section{From amplitude to measured intensity}

Let the illuminated area $A$ be periodic, so that $h=\sum_{\mathbf q}h_{\mathbf q}e^{i\mathbf q\cdot\mathbf r}$ and $\langle|h_{\mathbf q}|^2\rangle=C(\mathbf q)/A$. Here $C$ is the Fourier transform of the height correlation function. Relative to the incident power, one scattered wave carries $|a|^2\sin\alpha_f/\sin\alpha_i$, because power through the surface plane is proportional to $k_z$. The number of waves in a solid angle $d\Omega$ is
\begin{equation}
\frac{A\,d^2q}{4\pi^2}=\frac{Ak_0^2\sin\alpha_f\,d\Omega}{4\pi^2}.
\end{equation}
The incident power per unit incident flux is $A\sin\alpha_i$. Multiplying these factors and inserting Eq.~\eqref{eq:amp} gives
\begin{align}
\frac{d\sigma}{d\Omega}
&=A\sin\alpha_i\,
\frac{Ak_0^2\sin\alpha_f}{4\pi^2}\,
\frac{\sin\alpha_f}{\sin\alpha_i}\,
\frac{|k_0^2\chi|^2|t_it_f|^2}{4k_0^2\sin^2\alpha_f}\,
\frac{C}{A}\notag\\
&=\frac{A|k_0^2\chi|^2}{16\pi^2}|t_i|^2|t_f|^2C(\mathbf q).
\label{eq:cross}
\end{align}
All factors of $\sin\alpha_f$ cancel, so the exit angle enters through $|t_f|^2$ and the height spectrum.

A detector slit that is wide sideways collects all the relevant $q_y$. At grazing exit $d\Omega\simeq d\alpha_f\,dq_y/k_0$, while $q_x=k_0(\cos\alpha_f-\cos\alpha_i)$ is nearly constant over the $q_y$ that contribute. Define $S_1(q_x)=\int C\,dq_y/(2\pi)$. Integrating Eq.~\eqref{eq:cross} over $q_y$ and dividing by $A\sin\alpha_i$ gives the scattered fraction of the incident photons per unit exit angle:
\begin{equation}
\frac{dR}{d\alpha_f}=
\frac{|k_0^2\chi|^2|t_i|^2|t_f|^2S_1(q_x)}
{8\pi k_0\sin\alpha_i}.
\label{eq:rate}
\end{equation}
This form assumes that the whole beam lands on the mirror. It describes the diffuse part and leaves out the specular beam at $\alpha_f=\alpha_i$.

\section{When a field maximum gives an intensity maximum}

The detector records the product of a field factor and other functions of angle, and a steep slope in those functions could shift or remove the maximum. Let $F$ stand for everything that multiplies the field factor under study, and let $g=d\ln F/d\ln x$ at $x=1$. Without absorption, $\ln|t|^2=\ln4+2\ln x$ below the critical angle, so its slope with respect to $\ln x$ is 2. Above it, Eq.~\eqref{eq:above} gives
\begin{equation}
\frac{d\ln|t|^2}{d\ln x}=2-\frac{2x}{\sqrt{x^2-1}},
\end{equation}
which tends to $-\infty$ as $x\to1$ from above. The product therefore falls just above $x=1$ for any finite $g$. It rises just below if $2+g>0$. For a smooth $F$ and no absorption, the maximum stays at the critical angle when $g>-2$. This is why the peak position can be insensitive to the details of the roughness.

A failing case can be written down. Let the height correlation at separation $s$ be $\sigma^2e^{-s/\xi}$, with rms roughness $\sigma$ and correlation length $\xi$. Its transform along one line is
\begin{equation}
S_1(q)=\sigma^2\int_{-\infty}^{\infty}e^{-|X|/\xi}e^{-iqX}\,dX
=\frac{2\sigma^2\xi}{1+q^2\xi^2}.
\end{equation}
Hold the incidence angle at $\alpha_i=\rho\alpha_c$ with $\rho<1$, and scan $\alpha_f$. For small angles $|q_x|=k_0(\alpha_f^2-\alpha_i^2)/2$, so at $\alpha_f=\alpha_c$ we have $d\ln|q_x|/d\ln\alpha_f=2/(1-\rho^2)$. With $u=q_x^2\xi^2$,
\begin{equation}
g=-\frac{2u}{1+u}\,\frac{2}{1-\rho^2}.
\end{equation}
The condition $g>-2$ becomes $2u<(1-\rho^2)(1+u)$, or
\begin{equation}
q_x^2\xi^2<\frac{1-\rho^2}{1+\rho^2}.
\label{eq:survive}
\end{equation}
For a longer correlation length the spectrum falls so fast away from the specular direction that only a kink remains at the critical angle. The maximum itself moves to a smaller exit angle: the product still rises at the specular direction, where the spectrum is flat, but already falls on reaching the critical angle.

\section{What absorption changes}

Write $n=1-\delta+i\beta$ with $\delta,\beta\ll1$, so that $\chi\simeq2\delta-2i\beta$. With $b=\beta/\delta$,
\begin{equation}
|t|^2=\frac{4}{|1+w/x|^2},\qquad w=\sqrt{x^2-1+ib}.
\end{equation}
At $x=1$, $w=\sqrt b\,e^{i\pi/4}$ and $|t|^2=4/(1+\sqrt{2b}+b)$. This is not the maximum. To find it for small $b$, put $x^2=1-\varepsilon$ with $b\ll\varepsilon\ll1$. Then
\begin{equation}
w=i\sqrt{\varepsilon}\sqrt{1-\frac{ib}{\varepsilon}}
\simeq i\sqrt\varepsilon+\frac{b}{2\sqrt\varepsilon},
\qquad
|1+w/x|^2\simeq1+\frac{b}{\sqrt\varepsilon}+\varepsilon.
\end{equation}
The term in $b$ is the loss of reflected amplitude, which grows towards the critical angle. The term $\varepsilon$ is the cost of having the antinode above the surface. Setting the derivative of their sum to zero gives $b=2\varepsilon^{3/2}$, so
\begin{equation}
\varepsilon=\left(\frac b2\right)^{2/3},\qquad
x_{\max}\simeq1-\frac{\varepsilon}{2},\qquad
|t|^2_{\max}\simeq4(1-3\varepsilon).
\end{equation}
The assumption $b\ll\varepsilon$ holds when $b^{1/3}\ll1$. Weak absorption thus lowers the field maximum and moves it slightly below the critical angle.

\section{A beryllium mirror at 8000 eV}

Take a beryllium mirror with rough typical density $1.85\,\mathrm{g/cm^3}$ and attenuation coefficient $\mu=2\,\mathrm{cm^{-1}}$. The wavelength is 0.1550 nm and $k_0=40.54\,\mathrm{nm^{-1}}$. Four electrons per atom give an electron density $n_e=494.5\,\mathrm{nm^{-3}}$. Treating the electrons as free, and with $r_e$ the classical electron radius,
\begin{equation}
\delta=\frac{r_e\lambda^2n_e}{2\pi}=5.33\times10^{-6},\qquad
\beta=\frac{\mu\lambda}{4\pi}=2.47\times10^{-9}.
\end{equation}
Hence $\alpha_c\simeq\sqrt{2\delta}=3.264$ mrad, or $0.187^\circ$, and $k_c=0.1323\,\mathrm{nm^{-1}}$. In the lossless model the lowest antinode lies 31.9, 11.7 and 3.8 nm above the surface at $x=0.3$, 0.6 and 0.9.

Here $b=4.63\times10^{-4}$ and $\varepsilon=0.0038$. Numerical maximisation of $|t|^2$ gives 3.955 at $x=0.998$, in line with the small-$b$ formulas; at $x=1$ the value is 3.880. The peak is lopsided: $|t|^2$ is 3.60 at $x=0.95$ but 2.35 at $x=1.05$. With both angles at the maximum, the two factors multiply to 15.6. In the plane of incidence that is the specular direction, but diffuse scattering out of that plane can show it. For a strong absorber with $b=0.1$, numerical maximisation gives 2.74 at $x=0.951$.

Now let $\sigma=0.5$ nm and $\xi=1000$ nm, and rock the mirror with $\alpha_i+\alpha_f$ fixed at $0.8^\circ$. Evaluating Eq.~\eqref{eq:rate} on a fine grid from $\alpha_i=0.05^\circ$ to $0.75^\circ$ gives three maxima:
\begin{center}
\begin{tabular}{lccc}
 & $\alpha_i$ & $\alpha_f$ & $dR/d\alpha_f$ (rad$^{-1}$)\\
entry & $0.187^\circ$ & $0.613^\circ$ & 0.0352\\
middle & $0.386^\circ$ & $0.414^\circ$ & 0.0279\\
exit & $0.613^\circ$ & $0.187^\circ$ & 0.0107
\end{tabular}
\end{center}

At the entry peak $|q_x|\xi\simeq2.11$, so $S_1=500/(1+2.11^2)\simeq92\,\mathrm{nm^3}$. Without the field factors,
\begin{equation}
\frac{k_c^4S_1}{8\pi k_0\sin\alpha_i}
\simeq\frac{(0.1323)^4\times92}{8\pi\times40.54\times0.00326}
\simeq0.0085\ \mathrm{rad^{-1}}.
\end{equation}
The field factors multiply this by 4.15: 3.955 from the incidence side and about 1.05 from the exit side. The peak stands 2.1 times above the dip that follows it towards the centre of the scan; for the exit peak the ratio is 1.7.

Setting $t_i=t_f=1$, the plain Born approximation, leaves the roughness and geometry unchanged but gives only one interior maximum, near the centre; below about $0.15^\circ$ that curve rises smoothly towards the low edge of the scan as $1/\sin\alpha_i$, with no feature at the critical angle. In this model the two outer peaks therefore come from the surface-field factors. They survive because the height spectrum rises towards the centre of the scan, and the factor $1/\sin\alpha_i$ contributes no less than $-1$ to $g$. That factor also explains the unequal heights, since all the others are unchanged when $\alpha_i$ and $\alpha_f$ are exchanged. It shifts the middle peak to slightly smaller $\alpha_i$ as well.

With the incidence angle held instead at $\alpha_c/2$, Eq.~\eqref{eq:survive} requires $q_x^2\xi^2<0.6$. In the lossless model the exit maximum then leaves the critical angle, moving towards the specular direction, for $\xi$ above about $4.8\,\mu\mathrm m$.

\section{The model beside a real mirror}

The roughness of 0.5 nm is an assumed value, and a real beryllium surface may be rougher. In first order the diffuse intensity grows as $\sigma^2$, but a rougher surface also strains the first-order theory. To size this effect, the complete field and its derivative were matched on 20 random grooved profiles with a period of $60\,\mu\mathrm m$, using plane-wave expansions on both sides. The profiles were built from the first 120 harmonics of the height spectrum for $\sigma=0.5$ nm, which gives them an rms height of 0.48 nm. At $\alpha_i=\alpha_c$, for exit angles of about $0.54^\circ$ to $0.68^\circ$, the mean intensity was $0.99\pm0.01$ of the first-order value (standard error), so 20 profiles do not resolve the difference. Pairing each profile with its inverse $-h$ reduces the scatter and shows a deficit of about 2\% here. The correction is of relative order $q_z^2\sigma^2$, with $q_z$ the normal wave-vector transfer, and depends on the angles: near the centre of the rocking scan, at $\alpha_i=0.386^\circ$, the intensity is about 4\% below the first-order value.

Two other omissions matter more at the outer peaks. Averaging $|t|^2$ over a uniform angular window of full width $0.01^\circ$ lowers its maximum from 3.96 to 3.78 and moves it to $x=0.975$. Beryllium also carries a native oxide. For a lossless layer 2 nm thick with density $3.0\,\mathrm{g/cm^3}$, both rough typical values, the three-medium wave solution gives field maxima of 3.76 at the top and 3.52 at the buried interface. The diffuse intensity would then depend on how the roughness of the two interfaces is correlated.

Polarisation effects are of order $\sin^2(0.8^\circ)=2\times10^{-4}$. If every electron along an absorption length $1/\mu$ scattered independently into a slit $1^\circ$ wide, the bulk would add at most about $n_er_e^2\Delta\phi/\mu=3.4\times10^{-4}\,\mathrm{rad^{-1}}$, with $\Delta\phi$ the slit width in radians. That is 1\% of the entry peak. The contribution at the peak itself is much smaller, because below the critical angle the wave reaches only a thin layer of the mirror. Scattering from grains and voids is not included and could be larger. Finally, a beam 0.05 mm high covers 15 mm of mirror at the critical angle, and more at smaller angles. If it overfills the mirror, the factor $1/\sin\alpha_i$ in Eq.~\eqref{eq:rate} no longer applies. The relative heights of the peaks change, while the field maxima that cause them remain.

Numerical values quoted here were computed with a short program.
